\section*{Decay of a small majority-carrier ripple in uniformly doped material}

\section{Three times that need explaining}

Take n-type silicon with $10^{14}$ donors per cm$^3$ at 300 K, and let the electron density carry a ripple of wavelength 4000 nm and amplitude 1\%. With the material values used below, diffusion alone would reduce the ripple by a factor $e$ in 112 ps. The electric field of the ripple alone would do it in 46.2 ps. Together they need 32.7 ps. The inverse times add:
\[
\frac{1}{112}+\frac{1}{46.2}\simeq\frac{1}{32.7}\quad\text{ps}^{-1}.
\]
Why do they add, and how does the sum depend on wavelength?

Let $n(x,t)$ be the electron density, $N$ the uniform density of ionized donors, $E$ the electrostatic field along $x$, and $q>0$ the elementary charge. The mobility $\mu$, diffusivity $D$ and permittivity $\varepsilon$ are constants. Electrons drift against the field and diffuse down their density gradient, so their particle flux is
\begin{equation}
F=-\mu nE-D\frac{\partial n}{\partial x}.
\label{flux}
\end{equation}
Electrons are conserved, $\partial n/\partial t=-\partial F/\partial x$, hence
\begin{equation}
\frac{\partial n}{\partial t}=\mu\frac{\partial (nE)}{\partial x}+D\frac{\partial^2 n}{\partial x^2}.
\label{transport}
\end{equation}
The disturbance is $u=n-N$, initially $u=a\cos kx$ with $0<a\ll N$ and $k\neq0$. Holes are left out for now.

\section{Simplest case: particles without charge}

Switch the field off. Since $\partial^2\cos kx/\partial x^2=-k^2\cos kx$, equation (\ref{transport}) gives
\[
\frac{da}{dt}=-Dk^2a,\qquad a(t)=a(0)e^{-Dk^2t}.
\]
A shorter wave decays faster because its gradients are steeper and the distance from crest to trough is smaller. As $k\to0$ the rate vanishes: the decay time $1/(Dk^2)$ is finite for every wavelength but grows without limit as the wave gets longer.

For the example $k=2\pi/(4000\ \text{nm})=1.571\times10^4$ cm$^{-1}$ and $D=36.19$ cm$^2$/s, so
\[
Dk^2=36.19\times(1.571\times10^4)^2=8.93\times10^9\ \text{s}^{-1}.
\]
A finite-volume solution with 120 cells per wavelength, followed for 30 ps, gave $8.928\times10^9$ s$^{-1}$, against $8.930\times10^9$ from the formula. The small deficit comes from the grid. On cells of width $h$ the second difference of a cosine gives $-(4/h^2)\sin^2(kh/2)\simeq-k^2[1-(kh)^2/12]$ times that cosine. With $kh=2\pi/120$ the relative deficit is $2.3\times10^{-4}$, as seen.

\section{Charge without diffusion}

Now restore the charge and set $D=0$. The donors are fixed and fully ionized, so the charge density is $q(N-n)=-qu$, and Gauss's law reads
\begin{equation}
\frac{\partial E}{\partial x}=-\frac{q}{\varepsilon}u.
\label{gauss}
\end{equation}
With no applied voltage the mean field over a wavelength is zero, and integration gives
\begin{equation}
E=-\frac{qa}{\varepsilon k}\sin kx.
\label{field}
\end{equation}
Just to the right of the crest at $x=0$ the field is negative. The force $-qE$ on an electron is then positive and drives it away from the crest.

The drift term in (\ref{transport}) splits into
\begin{equation}
\mu\frac{\partial}{\partial x}\big[(N+u)E\big]
=\mu N\frac{\partial E}{\partial x}+\mu\frac{\partial(uE)}{\partial x}.
\label{split}
\end{equation}
By (\ref{field}) $E$ is proportional to $a$, so the first term is of order $a$ and the second of order $a^2$. Keeping the first and using (\ref{gauss}),
\[
\frac{\partial u}{\partial t}=-\frac{q\mu N}{\varepsilon}u\equiv-\frac{u}{\tau_d},\qquad
\tau_d=\frac{\varepsilon}{q\mu N}.
\]
The wavenumber has dropped out. A longer wave has a stronger field, $E\propto1/k$, but the flux must carry charge over a distance that grows as $1/k$, and the two effects cancel. The time $\tau_d$ is the dielectric relaxation time, 46.2 ps here. The numerical solution with diffusion switched off gave $2.165\times10^{10}$ s$^{-1}$, which agrees with $1/\tau_d$ to the digits shown.

The value $k=0$ is excluded. Integrating (\ref{gauss}) over one period gives zero on the left, so a periodic sample cannot hold a net uniform charge. For $k$ small but nonzero the rate tends to $1/\tau_d$.

\section{Both mechanisms, and the Debye length}

With both terms present, the linear equation is
\begin{equation}
\frac{\partial u}{\partial t}=D\frac{\partial^2u}{\partial x^2}-\frac{q\mu N}{\varepsilon}u.
\label{linear}
\end{equation}
Each term on the right multiplies the cosine by a negative number. The rates therefore add:
\begin{equation}
\Gamma=Dk^2+\frac{q\mu N}{\varepsilon}.
\label{sum}
\end{equation}

The two parts share one length, because $D$ and $\mu$ are related. Consider the same carriers in equilibrium in a potential $\phi$, with $E=-d\phi/dx$. If they are nondegenerate, $n\propto e^{q\phi/k_BT}$, and so
\[
\frac{dn}{dx}=\frac{qn}{k_BT}\frac{d\phi}{dx}=-\frac{qn}{k_BT}E.
\]
The flux (\ref{flux}) must vanish in equilibrium:
\[
0=-\mu nE+D\frac{qn}{k_BT}E\quad\Longrightarrow\quad D=\frac{\mu k_BT}{q}.
\]
Substituting $\mu=qD/k_BT$ in the second part of (\ref{sum}),
\[
\frac{q\mu N}{\varepsilon}=D\,\frac{q^2N}{\varepsilon k_BT}=\frac{D}{L^2},\qquad
L^2=\frac{\varepsilon k_BT}{q^2N},
\]
where $L$ is the Debye length. Therefore
\begin{equation}
\boxed{\;\Gamma=D\left(k^2+\frac1{L^2}\right),\qquad a(t)=a(0)e^{-\Gamma t}.\;}
\label{result}
\end{equation}
For a plane wave in any direction, take $x$ along the wavevector; in an isotropic medium nothing else changes. In p-type material the carriers change sign, which reverses both the force and the field they produce. The product is unchanged, and (\ref{result}) holds with the hole mobility and the acceptor density.

A static limit shows what $L$ means. Setting $\partial u/\partial t=0$ in (\ref{linear}) gives $u''=u/L^2$, with solutions $e^{\pm x/L}$. A weak static disturbance imposed at a boundary thus dies away into the material over the distance $L$.

\section{Numbers for three wavelengths}

The thermal voltage is $k_BT/q=25.85$ mV, and $\mu=1400$ cm$^2$/Vs gives $D=1400\times0.02585=36.19$ cm$^2$/s. From $L^2=D\tau_d$,
\[
L=\sqrt{36.19\times46.18\times10^{-12}}\ \text{cm}=4.09\times10^{-5}\ \text{cm}=409\ \text{nm}.
\]
The two parts of the rate are equal at $kL=1$, that is, at a wavelength $2\pi L=2569$ nm. The ripple of 4000 nm has $kL=0.642$ and lies on the dielectric side:
\[
\Gamma=(0.893+2.165)\times10^{10}=3.06\times10^{10}\ \text{s}^{-1},\qquad 1/\Gamma=32.7\ \text{ps}.
\]

The full nonlinear equations, solved for a 1\% ripple with all else held fixed, gave these rates in s$^{-1}$:
\begin{center}
\begin{tabular}{rcc}
wavelength & numerical & equation (\ref{result})\\
1000 nm & $1.6450\times10^{11}$ & $1.6454\times10^{11}$\\
4000 nm & $3.0581\times10^{10}$ & $3.0583\times10^{10}$\\
16000 nm & $2.2210\times10^{10}$ & $2.2210\times10^{10}$
\end{tabular}
\end{center}
At 1000 nm diffusion supplies most of the rate. At 16000 nm the rate is within 3\% of the dielectric value $2.165\times10^{10}$ s$^{-1}$.

\section{Adding a uniform applied field}

Let a uniform field $E_0$ be added to the field $e$ of the ripple. The drift term becomes
\[
\mu\frac{\partial}{\partial x}\big[(N+u)(E_0+e)\big]
=\mu E_0\frac{\partial u}{\partial x}+\mu N\frac{\partial e}{\partial x}+O(a^2),
\]
because $NE_0$ is constant. Equation (\ref{linear}) gains the term $\mu E_0\,\partial u/\partial x$, and its solution is
\[
u=a(0)e^{-\Gamma t}\cos[k(x+\mu E_0t)].
\]
The time derivative of the exponential supplies $-\Gamma u$, and that of the cosine supplies $\mu E_0\,\partial u/\partial x$. The pattern moves at the electron drift velocity $-\mu E_0$, and its decay is unchanged.

At 200 V/cm the numerical rate was again $3.0581\times10^{10}$ s$^{-1}$, and the pattern velocity was $-2.799\times10^5$ cm/s against the expected $-2.800\times10^5$. This holds for constant mobility. When the mobility depends on the field, the dielectric part of the rate follows the slope of drift velocity against field. In silicon a common form of fit, $v=\mu E/[1+(\mu E/v_s)^\beta]^{1/\beta}$ with saturation speed $v_s\simeq10^7$ cm/s and $\beta\simeq1.1$, lowers the total rate by about 2.6\% already at 200 V/cm if $D$ is held fixed, and by about 3\% if $D$ falls with $v/E$, although the drift velocity is still far from saturation. The figure is very sensitive to $\beta$: with $D$ fixed it is 3.8\% for $\beta=1$ and 0.1\% for $\beta=2$.

\section{How small is small?}

The neglected term in (\ref{split}) is of second order in $a$. Take $a$ to be the amplitude of the $\cos kx$ component of $u$; the fractional change in the decay rate of this component then has no part linear in $a$. Replacing $a$ by $-a$ shifts the ripple by half a wavelength, which cannot alter the rate in a uniform material. The change is even in $a$ and, if it can be expanded in powers of $a$, starts at $(a/N)^2$.

The numerical solution shows this. Relative to a ripple of 0.1\%, the mean rate of the $\cos kx$ component over 30 ps rose by about $1.9\times10^{-4}$ at 10\% amplitude and $7.7\times10^{-4}$ at 20\%. Doubling the amplitude multiplied the change by 4.0. The shape does change at lower order. The product $uE\propto\sin2kx$ drives a second harmonic of order $a^2$ that lowers crest and trough alike. A rate read from the crest height alone is therefore too high by an amount linear in $a$, about 0.3\% at 1\% amplitude and 3\% at 10\%, and a rate read from the trough is too low by about as much.

The peak field is also small. From (\ref{field}) and $qN/\varepsilon=(k_BT/q)/L^2$,
\[
E_{\max}=\frac aN\,\frac{k_BT/q}{kL^2}
=\frac{0.01\times0.02585\ \text{V}}{1.571\times10^4\times(4.09\times10^{-5})^2\ \text{cm}}
\simeq9.8\ \text{V/cm}.
\]
The corresponding drift speed is about 0.14\% of a saturation speed of roughly $10^7$ cm/s.

\section{Adding holes}

Let the hole density be $p_0+w$, with hole mobility $\mu_p$ and diffusivity $D_p$, and neglect recombination. The charge density is now $q(w-u)$; the small constant $p_0$ is balanced by an equal shift of the mean electron density. Holes drift with the field. For amplitudes $u,w$ of the same cosine,
\begin{align*}
\dot u&=-(Dk^2+s)u+sw, & s&=q\mu N/\varepsilon,\\
\dot w&=-(D_pk^2+s_p)w+s_pu, & s_p&=q\mu_pp_0/\varepsilon.
\end{align*}
With an intrinsic density of about $10^{10}$ cm$^{-3}$, $p_0\simeq10^6$ cm$^{-3}$ and $s_p/s\simeq3\times10^{-9}$. Set $s_p=0$. If $w=0$ at the start it stays zero, and $u$ decays at $\Gamma$. The eigenvalues with $s_p$ retained put the change of this rate at $2\times10^{-9}$ of its value.

If holes have been injected, a second mode appears. A hole ripple cannot exceed the mean hole density, so appreciable injection raises that mean above $p_0$, and the raised mean replaces $p_0$ in $s_p$. As long as it stays far below $N$, the rate of the second mode remains close to $D_pk^2$; a mean of 1\% of $N$ shortens its lifetime by about 0.5\%. Putting $\dot u=-D_pk^2u$ in the first equation gives
\[
\frac uw=\frac{s}{s+(D-D_p)k^2}.
\]
For $\mu_p=450$ cm$^2$/Vs this mode lasts 348 ps, about eleven times longer than the majority-carrier ripple. The ratio is 0.78, so the electrons cancel only 78\% of the hole charge. The slow mode becomes neutral when $(D-D_p)k^2\ll s$, which a wavelength of 4000 nm does not satisfy well. Result (\ref{result}) thus describes a disturbance of the majority carriers alone.

\section{Adding the motion between collisions}

Equation (\ref{flux}) assumes that the flux follows the field and the gradient at once. To size the error, let $f(x,v,t)$ be the distribution of electron velocities, relaxing in a time $\tau$ without loss of particles:
\[
\frac{\partial f}{\partial t}+v\frac{\partial f}{\partial x}-\frac{qE}{m}\frac{\partial f}{\partial v}=-\frac{f-ng}{\tau}.
\]
Here $g(v)$ is the normalized Maxwell distribution, with $\langle v^2\rangle=v_T^2=k_BT/m$. In this model $\mu=q\tau/m$ and $D=v_T^2\tau$.

Put $f=Ng+\varphi(v)e^{ikx-\gamma t}$ and $\hat u=\int\varphi\,dv$. Gauss's law gives $\hat E=iq\hat u/(\varepsilon k)$. With $g'=-vg/v_T^2$ and $q^2N/(\varepsilon mv_T^2)=1/L^2$, the linear equation is
\[
\Big(\frac1\tau-\gamma+ikv\Big)\varphi=\hat u\,g\Big(\frac1\tau-\frac{iv}{kL^2}\Big).
\]
Solve for $\varphi$, integrate over $v$, and write $A=1-\gamma\tau$. After multiplying numerator and denominator by $A-ikv\tau$, the terms odd in $v$ vanish:
\[
1=\int g\,\frac{A-v^2\tau^2/L^2}{A^2+k^2v^2\tau^2}\,dv.
\]
Let $X=k^2v_T^2\tau^2$ and $Y=v_T^2\tau^2/L^2$, both small. Expanding the denominator, with $\langle v^4\rangle=3v_T^4$, and multiplying by $A$ gives to second order
\[
\gamma\tau=1-A=\frac X{A^2}+\frac YA-3X^2-3XY.
\]
To first order $\gamma\tau=X+Y$, so $A^{-2}\simeq1+2(X+Y)$ and $A^{-1}\simeq1+X+Y$. Inserting these, the $XY$ terms cancel:
\[
\gamma\tau=X+Y-X^2+Y^2=(X+Y)(1+Y-X).
\]
Since $X+Y=\Gamma\tau$, the fractional correction to $\Gamma$ is $Y-X=D\tau(1/L^2-k^2)$. For a conductivity mass of 0.26 electron masses $\tau=0.207$ ps, and the correction is
\[
0.207\times10^{-12}\times(2.165-0.893)\times10^{10}=+0.26\%.
\]
The numerical root of the integral condition gave $+0.27\%$. This model lets the electrons' energy relax as fast as their momentum. If energy relaxes more slowly, the correction shrinks and can change sign: with the same $\tau$ for momentum it is about $+0.1\%$ for an energy relaxation time of 0.5 ps and $-0.2\%$ for 1 ps. The figure therefore indicates the size of the effect in silicon, not its sign. The expansion fails when $\tau$ is no longer short against $\tau_d$, or when $v_T\tau$, here 27 nm, is no longer short against $1/k$.

\section{Silicon's valleys and other limits}

For a wave along a cube axis, one third of the silicon electrons have the heavy mass 0.98 along $k$ and two thirds the light mass 0.19. With one $\tau$ for all, the groups have diffusivities $D_i$ and weights $w_i$, and $D=\sum w_iD_i$. Let $u_i$ be their disturbances, $s=\sum u_i$ now the total disturbance, and $t_v$ the time for exchange between groups:
\[
\dot u_i=-D_ik^2u_i-\frac{w_iD_i}{L^2}s-\frac{u_i-w_is}{t_v}.
\]
Write $u_i=w_is+e_i$, so that $\sum e_i=0$. Summation gives $\dot s=-\Gamma s-k^2\sum D_ie_i$. When exchange is fast, $e_i$ follows $s$ with
\[
e_i\simeq-t_vw_i(D_i-D)\Big(k^2+\frac1{L^2}\Big)s .
\]
Since $\sum w_iD_i(D_i-D)=\mathrm{Var}(D)$, the fractional correction is $-t_vk^2\,\mathrm{Var}(D)/D$. For a rough $t_v$ of 1 ps it is $-0.24\%$; the eigenvalue of the pair of equations gives $-0.25\%$. It opposes the $+0.26\%$ found above, but the two do not simply add, because that figure assumed a single mass. With two masses $\langle v^4\rangle$ is larger, and the kinetic correction drops by $2\tau k^2\,\mathrm{Var}(D)/D\simeq0.10\%$, to about $+0.17\%$. The net change is then about $-0.08\%$, a value that depends on the chosen $t_v$, the wavelength and the assumed energy relaxation time.

Degeneracy changes $D/\mu$ by about $10^{-6}$ of its value, and a fraction $4\times10^{-5}$ of the donors is neutral. A larger question is the smooth field itself. A cube of side $L$ holds only 6.8 electrons, and the Coulomb energy of two electrons a distance $L$ apart is 1.2\% of $k_BT$. That ratio indicates the scale of correlation effects and is not a computed correction. Equation (\ref{result}) describes the mean density, averaged over a wide area or many repetitions, and not its noise.

\section{Beside a real device}

A doping of $10^{14}$ cm$^{-3}$ is in the range used for drift regions of high-voltage silicon devices, and the mobilities and masses are rough typical values. At fixed doping, temperature and wavelength, $\Gamma$ is proportional to $\mu$, so a 10\% error in mobility is a 10\% error in the rate. Such devices also run hot. If mobility falls roughly as $T^{-2.4}$, it is 702 cm$^2$/Vs at 400 K, and the decay time of the same ripple rises from 32.7 to 59 ps. Thermally generated holes are then still only about 0.3\% of $N$, but near 450 K they reach roughly 20\%, and a description by majority carriers alone no longer holds at this doping. The assumption most plainly broken in operation is that of a neutral region with majority carriers alone. When the region blocks voltage it is depleted, and (\ref{result}) does not apply there. When a bipolar device conducts, holes are injected. Even at low injection part of a disturbance of 4000 nm wavelength then lasts about 350 ps at 300 K in this model, and at high injection the linearization about $n=N$ fails. The numerical output lists the inputs and the main computed values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
INPUTS (round or rough typical values)
donor density N = 1.0e+14 cm^-3, temperature = 300 K
electron mobility = 1400, hole mobility = 450 cm2/Vs
relative permittivity = 11.7
wavelength = 4000 nm, amplitude a/N = 0.01
masses: long. 0.98, transv. 0.19 electron masses
intrinsic density = 1.0e+10 cm^-3
donor depth = 0.045 eV, saturation speed = 1.0e+07 cm/s
intervalley time = 1.0 ps
MAIN RESULTS
thermal voltage = 25.852 mV
diffusivity D = 36.193 cm2/s
Debye length L = 408.85 nm
crossover wavelength 2 pi L = 2568.9 nm
wavenumber k = 1.57080e+04 cm^-1, k L = 0.6422
diffusion part D k^2 = 8.9302e+09 s^-1
dielectric part D/L^2 = 2.1652e+10 s^-1
total rate Gamma = 3.0583e+10 s^-1
decay time 1/Gamma = 32.698 ps
dielectric relaxation time = 46.184 ps
peak field = 9.846 V/cm
FULL NONLINEAR SIMULATION (120 cells, 30 ps)
wavelength 1000 nm: simulated 1.6450e+11, formula 1.6454e+11 s^-1
wavelength 4000 nm: simulated 3.0581e+10, formula 3.0583e+10 s^-1
wavelength 16000 nm: simulated 2.2210e+10, formula 2.2210e+10 s^-1
diffusion alone: simulated 8.9282e+09 s^-1
drift alone: simulated 2.1652e+10 s^-1
applied field 200 V/cm: simulated rate 3.0581e+10 s^-1
pattern velocity: simulated -2.7987e+05 cm/s, -mu E0 = -2.8000e+05 cm/s
NEGLECTED EFFECTS (fractional change of rate unless named)
amplitude 10%: 1.924e-04, amplitude 20%: 7.695e-04
conductivity mass = 0.2598 electron masses
momentum relaxation time = 0.2068 ps
thermal speed times that time = 27.36 nm
kinetic correction: root 2.652e-03, leading 2.631e-03
valley correction: eigenvalue -2.473e-03, leading -2.411e-03
holes: fast-mode change 1.78e-09
slow mode: rate 2.8704e+09 s^-1, time 348.4 ps
slow mode: electron/hole amplitude ratio = 0.7813
degeneracy change of D/mu = 1.25e-06
neutral donor fraction = 4.03e-05
Coulomb coupling 1/(4 pi N L^3) = 0.0116
electrons per Debye cube N L^3 = 6.83
peak drift speed / saturation speed = 1.38e-03
at 400 K (mobility power -2.4): mobility 702 cm2/Vs
at 400 K: rate 1.6825e+10 s^-1, decay time 59.43 ps
\end{verbatim}
